\section*{Matching Two Tight-Binding Chains at Their Common Band Centre}

\section{Problem}

An electron moves on a line of sites numbered by the integer $n$. The sites $n\le 0$ form a semi-infinite chain with hopping $t_1$, the sites $n\ge 1$ another with hopping $t_2$. Each site carries one orbital, the orbitals are orthogonal, and all site energies are equal and set to zero, so the two bands have the same centre, $E=0$. One bond of hopping $t_c$ joins sites $0$ and $1$. The Hamiltonian matrix elements between neighbours are $-t_1$, $-t_2$ and, at the junction, $-t_c$. There are no interactions and no inelastic scattering.

All three hoppings may be taken as positive. The sites lie on one open line, so a phase or sign of any bond can be absorbed by redefining the phases of all orbitals to its right. This changes no probability.

\begin{enumerate}
\item Estimate by scaling which $t_c$ best transmits an electron at $E=0$.
\item Find the transmission probability $T(E)$ exactly, and the $t_c$ that gives $T(0)=1$.
\item Can the junction be perfect at another energy as well? Which $t_c$ is best there?
\item For $t_1=2$~eV and $t_2=0.5$~eV, compare several choices of $t_c$ and find how sensitive the best one is to imperfections.
\end{enumerate}

\section{Estimate by scaling}

Take first a weak junction. The amplitude for crossing it is proportional to $t_c$, so the probability is proportional to $t_c^2$. It is also proportional to the density of states at each of the two end sites. At the band centre the only energy in an isolated chain is its hopping, so this density scales as $1/t_j$. Hence
\begin{equation}
T\approx C\,\frac{t_c^2}{t_1t_2}\qquad (t_c\ \text{small}),
\label{weak}
\end{equation}
with a pure number $C$ that scaling does not supply.

A very strong junction also transmits badly. Sites $0$ and $1$ then form a tightly bound pair with levels near $\pm t_c$, far from $E=0$, and the electron must tunnel through the pair. At $E=0$ the Schr\"odinger equations of these two sites are
\begin{equation}
0=-t_1\psi_{-1}-t_c\psi_1,\qquad 0=-t_c\psi_0-t_2\psi_2 ,
\end{equation}
so that $\psi_1=-(t_1/t_c)\psi_{-1}$ and $\psi_0=-(t_2/t_c)\psi_2$. Inserted in the equations of sites $-1$ and $2$, they give
\begin{equation}
0=-t_1\psi_{-2}+\frac{t_1t_2}{t_c}\psi_2,\qquad
0=\frac{t_1t_2}{t_c}\psi_{-1}-t_2\psi_3 .
\label{dual}
\end{equation}
These describe two shortened chains joined directly by a bond of strength $t_c'=t_1t_2/t_c$. For large $t_c$ this bond is weak, and (\ref{weak}) applies with $t_c'$ in place of $t_c$:
\begin{equation}
T\approx C\,\frac{t_1t_2}{t_c^2}\qquad (t_c\ \text{large}).
\label{strong}
\end{equation}
The rising law and the falling law cross where $t_c^4=(t_1t_2)^2$. The estimate for the best junction is therefore $t_c\approx\sqrt{t_1t_2}$, whatever $C$ is. The height of the maximum remains unknown: at the crossing both laws give $C$, outside their range of validity.

\section{Exact solution}

\subsection{Green function at the end of a chain}

Let $g(z)$ be the diagonal element of $(z-H)^{-1}$ at the end site of an isolated chain with hopping $t$. Call the end site $a$ and its neighbour $b$. The row of $(z-H)G=1$ at site $a$ reads $zG_{aa}+tG_{ba}=1$. The remaining sites form the same semi-infinite chain, driven at its end by $-tG_{aa}$, so $G_{ba}=-t\,g\,G_{aa}$. With $G_{aa}=g$,
\begin{equation}
zg-t^2g^2=1 \quad\Longleftrightarrow\quad \frac1g=z-t^2g .
\label{dyson}
\end{equation}
Put $g=-\lambda/t$. Then $\lambda+1/\lambda=-z/t$. Inside the band we write
\begin{equation}
E=-2t\cos k,\qquad 0<k<\pi ,
\end{equation}
and the two roots are $\lambda=e^{\pm ik}$. The ratio $G_{ba}/G_{aa}=-tg=\lambda$ is the factor per site into the chain, and for the retarded function, $z=E+i\eta$ with small $\eta>0$, it must be smaller than one in modulus. From $\delta z=2t\sin k\,\delta k$, the shift $i\eta$ changes $k$ by $i\eta/(2t\sin k)$, which makes $e^{ik}$ decay and $e^{-ik}$ grow. Therefore
\begin{equation}
g=-\frac{e^{ik}}{t},\qquad -\operatorname{Im}g=\frac{\sin k}{t}.
\label{g}
\end{equation}
The density of states at the end site, $-\operatorname{Im}g/\pi$, is $1/(\pi t)$ at the centre, in accord with the scaling used above.

\subsection{Joining the chains}

Let $g_1,k_1$ and $g_2,k_2$ belong to the left and right chains at the same energy. Without the junction, the left chain has the standing wave
\begin{equation}
\phi_n=e^{ik_1(n-1)}-e^{-ik_1(n-1)},\qquad \phi_0=-2i\sin k_1 ,
\end{equation}
which vanishes at the missing site $n=1$. Since $dE/dk=2t\sin k>0$, its first term moves to the right: it is the incident wave, of unit amplitude. The junction adds a source $-t_c\psi_1$ at site $0$ and a source $-t_c\psi_0$ at site $1$. The retarded functions respond with waves that leave the junction, so the incident amplitude stays one:
\begin{equation}
\psi_0=\phi_0-t_cg_1\psi_1,\qquad \psi_1=-t_cg_2\psi_0 .
\label{join}
\end{equation}
Substituting the second equation in the first gives
\begin{equation}
\psi_0=\frac{\phi_0}{1-t_c^2g_1g_2}.
\label{psi0}
\end{equation}

The probability current follows from $d|\psi_m|^2/d\tau=(2/\hbar)\operatorname{Im}[\psi_m^*(H\psi)_m]$, where $\tau$ is time. Summed over all sites to the right of a bond with matrix element $-t$, the internal terms cancel in pairs and the current through the bond is
\begin{equation}
J=\frac{2t}{\hbar}\operatorname{Im}(\psi_n^*\psi_{n+1}).
\label{current}
\end{equation}
The incident wave carries $2t_1\sin k_1/\hbar$. The junction, by (\ref{join}), carries
\begin{equation}
J_c=\frac{2t_c}{\hbar}\operatorname{Im}(\psi_0^*\psi_1)
=-\frac{2t_c^2}{\hbar}|\psi_0|^2\operatorname{Im}g_2 .
\end{equation}
We divide the two, use $|\phi_0|^2=4\sin^2k_1$ and replace $\sin k_1/t_1$ by $-\operatorname{Im}g_1$:
\begin{equation}
T=\frac{4t_c^2\,\operatorname{Im}g_1\operatorname{Im}g_2}{|1-t_c^2g_1g_2|^2}.
\label{caroli}
\end{equation}
With $x=t_c^2/(t_1t_2)$, (\ref{g}) gives $t_c^2g_1g_2=x\,e^{i(k_1+k_2)}$, and so
\begin{equation}
T(E)=\frac{4x\sin k_1\sin k_2}{1+x^2-2x\cos(k_1+k_2)} .
\label{T}
\end{equation}
This holds in the common band, $|E|<2\min(t_1,t_2)$. At its edge the sine of the narrower chain vanishes, and for $t_1\ne t_2$ so does $T$.

\subsection{The band centre}

At $E=0$ both wave numbers are $\pi/2$, the sines are $1$ and $\cos(k_1+k_2)=-1$:
\begin{equation}
T(0)=\frac{4x}{(1+x)^2},\qquad 1-T(0)=\frac{(1-x)^2}{(1+x)^2}.
\label{centre}
\end{equation}
Transmission is perfect if and only if $x=1$, that is,
\begin{equation}
t_c=\sqrt{t_1t_2}.
\label{match}
\end{equation}

The currents show why the geometric mean appears. Without reflection $|\psi_0|=1$. At the centre $g_2=-i/t_2$, so $\psi_1=i(t_c/t_2)\psi_0$, and the transmitted wave carries $(2t_2/\hbar)(t_c/t_2)^2$. This must equal the incident current $2t_1/\hbar$, which requires $t_c^2=t_1t_2$. The density then changes by the factor $|\psi_1|^2=t_1/t_2$: the wave is denser where it is slower.

\subsection{Other energies}

Current conservation gives the reflection probability $R=1-T$. With $2\sin k_1\sin k_2=\cos(k_1-k_2)-\cos(k_1+k_2)$,
\begin{equation}
R=\frac{(1-x)^2+2x\,[1-\cos(k_1-k_2)]}{1+x^2-2x\cos(k_1+k_2)} .
\label{R}
\end{equation}
Neither term of the numerator is negative, so $R=0$ needs both $x=1$ and $k_1=k_2=k$. Equal wave numbers at one energy mean $t_1\cos k=t_2\cos k$. For $t_1\neq t_2$ this leaves $k=\pi/2$: the junction can be perfect at the band centre and at no other energy.

The same $t_c$ is nevertheless the best choice throughout the common band. Dividing (\ref{T}) by $x$ above and below gives
\begin{equation}
T=\frac{4\sin k_1\sin k_2}{x+1/x-2\cos(k_1+k_2)},
\label{best}
\end{equation}
and $x+1/x$ has its minimum, $2$, at $x=1$. The reflection that remains is
\begin{equation}
R_{x=1}=\frac{\sin^2[(k_1-k_2)/2]}{\sin^2[(k_1+k_2)/2]}
\approx\frac{E^2}{16}\left(\frac1{t_1}-\frac1{t_2}\right)^2 .
\label{Rmatch}
\end{equation}
The last form, of leading order in $E$, uses $k_j\approx\pi/2+E/(2t_j)$; the denominator is then $1$ up to terms of order $E^2$.

\section{Comparison of estimate and exact result}

Expanding (\ref{centre}) gives $T\to4x$ for small $x$ and $T\to4/x$ for large $x$. Both scaling laws are right in their own limits, with $C=4$. Their crossing lies at the exact optimum, but its height, $4$, is four times the true maximum and is not a probability. Scaling locates the best junction; it cannot show that the junction is perfect.

The location is exact for a reason. The elimination that led to (\ref{dual}) made no approximation at $E=0$, and it produced no energy shift on sites $-1$ and $2$. A junction $t_c$ and a junction $t_1t_2/t_c$ therefore transmit equally well at the centre, for any strength, and $\sqrt{t_1t_2}$ is the value that this exchange leaves unchanged. Since (\ref{centre}) has a single maximum as $t_c$ varies, the maximum must lie there. The exchange replaces $x$ by $1/x$, which leaves (\ref{centre}) unaltered.

\section{Numbers}

For $t_1=2$~eV and $t_2=0.5$~eV the bands extend to $\pm4$~eV and $\pm1$~eV. The matching value is $t_c=\sqrt{2\times0.5}=1$~eV.

To turn $T$ into a conductance, note that right-moving states of one spin have density $(2\pi)^{-1}dk/dE$ per site and velocity $\hbar^{-1}dE/dk$ in sites per unit time. Their product is $1/h$ at every energy. With two spins and occupations $f_1,f_2$ of the two sides, the current is $(2e/h)\int T(f_1-f_2)\,dE$. For a small voltage $V$, $f_1-f_2=eV(-\partial f/\partial E)$, so
\begin{equation}
G=\frac{2e^2}{h}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\label{G}
\end{equation}
At zero temperature, with the Fermi level at the centre, $G=(2e^2/h)\,T(0)$ and $2e^2/h=77.48~\mu$S. The two chains are held fixed and $t_c$ varies:

\begin{center}
\begin{tabular}{lcccc}
Choice of $t_c$ & $t_c$ (eV) & $x$ & $T(0)$ & $G$ ($\mu$S)\\
$t_2$ & 0.50 & 0.2500 & 0.640 & 49.6\\
geometric mean & 1.00 & 1.0000 & 1.000 & 77.5\\
arithmetic mean & 1.25 & 1.5625 & 0.952 & 73.7\\
$t_1$ & 2.00 & 4.0000 & 0.640 & 49.6
\end{tabular}
\end{center}

For instance, $x=4$ gives $T=16/25=0.64$. Continuing either chain's own hopping across the junction gives the same loss, because $t_c=t_1$ means $x=t_1/t_2$ and $t_c=t_2$ means its inverse. The weak-junction law $4x$ gives $1.0$ in the first row, against the exact $0.64$.

At the band centre the condition is forgiving. With $t_c=\sqrt{t_1t_2}\,e^{s}$ we have $x=e^{2s}$, and (\ref{centre}) becomes $T(0)=4/(e^{s}+e^{-s})^2=1/\cosh^2s$. The loss is of second order in the error. A junction hopping $10\%$ too large has $x=1.21$ and $T(0)=4.84/2.21^2=0.991$.

Away from the centre, with $t_c=1$~eV:

\begin{center}
\begin{tabular}{cccc}
$E$ (eV) & $T$ & $R$ & leading-order $R$\\
0.10 & 0.9986 & 0.0014 & 0.0014\\
0.25 & 0.9908 & 0.0092 & 0.0088\\
0.50 & 0.956 & 0.044 & 0.035\\
0.90 & 0.695 & 0.305 & 0.114
\end{tabular}
\end{center}

The quadratic law fails towards the edge of the narrow band, where (\ref{T}) requires $R\to1$.

\section{Imperfections of the matched junction}

\paragraph{A shifted end site.} Let site $1$ have energy $u$, for example from a local charge. In (\ref{dyson}) its row contains $z-u$, so $1/g_2$ becomes $1/g_2-u$, which is $it_2-u$ at the centre. Then $-\operatorname{Im}g_2=t_2/(t_2^2+u^2)$, and with $t_c^2=t_1t_2$ and $g_1=-i/t_1$,
\begin{equation}
1-t_c^2g_1g_2=1+\frac{it_2}{it_2-u}=\frac{2it_2-u}{it_2-u}.
\end{equation}
Formula (\ref{caroli}) holds for any right-hand end site, and gives
\begin{equation}
T(0)=\frac{4t_2^2}{4t_2^2+u^2}=\frac{1}{1+(u/2t_2)^2}.
\end{equation}
A shift of site $0$ gives the same with $t_1$, because transmission is equal in both directions. For $u=0.1$~eV, $T(0)=0.990$ if the shift is on the narrow-band side and $0.9994$ if it is on the other.

\paragraph{Misaligned bands.} If the right band centre lies at $d$, then $E-d=-2t_2\cos k_2$. Energy enters (\ref{R}) through the wave numbers alone, so perfect transmission still needs $x=1$ and $k_1=k_2$, now at
\begin{equation}
\frac{E^*}{t_1}=\frac{E^*-d}{t_2}\quad\Longrightarrow\quad E^*=\frac{t_1d}{t_1-t_2},
\end{equation}
provided that $|E^*|<2t_1$. For $d=0.1$~eV the perfect energy moves to $0.133$~eV, and $T$ at $E=0$ is $0.9975$. At $d=2t_2=1$~eV the edge of the right band reaches $E=0$ and transmission there vanishes.

\paragraph{Temperature.} With the Fermi level at the centre, (\ref{G}) averages $R$ over an energy range of order $k_B\Theta$. Put $y=E/k_B\Theta$. The average of $y^2$ is
\begin{equation}
2\int_0^\infty\! \frac{y^2e^{-y}}{(1+e^{-y})^2}\,dy
=2\sum_{m\ge1}(-1)^{m-1}m\,\frac{2}{m^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},
\end{equation}
so by (\ref{Rmatch}) the conductance falls, to leading order, by the fraction $(\pi^2/48)(k_B\Theta)^2(1/t_1-1/t_2)^2$. At $300$~K, $k_B\Theta=0.02585$~eV and the fraction is $3.09\times10^{-4}$. Numerical quadrature with the full $R(E)$ gives $3.115\times10^{-4}$.

\paragraph{Real contacts.} The hoppings above are round model values. They are of the rough size of couplings between neighbouring valence orbitals; for the $\pi$ orbitals of carbon the coupling is roughly $2$ to $3$~eV. A real contact need not have aligned band centres, and the carriers of a semiconductor channel occupy states near a band edge, not the centre. Either departure can cost much transmission in this example: an offset of $1$~eV blocks transmission at $E=0$, and with aligned bands the matched junction transmits only $0.695$ at $0.9$~eV, close to the edge of the narrow band. Several orbitals per site, further-neighbour hopping, interactions and phonons are outside the model, and their effect is not estimated here. As a design rule, $t_c=\sqrt{t_1t_2}$ thus applies to a single channel joined by one bond, with each end site at the same energy as the rest of its chain. It then promises full transmission only at an energy inside both bands where the two wave numbers agree. Near band edges there may be no such energy, and the tolerance found at the centre is lost. With the two band bottoms aligned ($d=-3$~eV here), both wave numbers are small just above the edge, $k_j\propto 1/\sqrt{t_j}$, and (\ref{T}) with $x=1$ tends to $4k_1k_2/(k_1+k_2)^2=8/9$. At $0.01$~eV above that edge, a junction hopping $10\%$ too large lowers $T$ from $0.89$ to $0.49$. A shifted end site changes the rule: with site $1$ shifted by $u$ and the bands aligned, (\ref{caroli}) is largest at $E=0$ when $t_c^2|g_1g_2|=1$, that is, when $t_c^2=t_1\sqrt{t_2^2+u^2}$, and even then $T(0)$ stays below one.

Numerical values quoted here were computed with a short program.
